# Hirsch's discrete Hubbard-Stratonovich identity and the sign of determinant weights

**Setting.** The Hubbard model on $N$ sites is written as

$$H=H_K+V,\qquad H_K=\sum_{\sigma}\sum_{ij}K_{ij}\,c^\dagger_{i\sigma}c_{j\sigma},\qquad V=U\sum_i\left(n_{i\uparrow}-\tfrac12\right)\left(n_{i\downarrow}-\tfrac12\right),$$

with $U>0$ and $K$ real and symmetric. The partition function is $Z=\mathrm{Tr}\,e^{-\beta(H-\mu\hat N)}$, where $\hat N$ counts all electrons. Since

$$U\left(n_\uparrow-\tfrac12\right)\left(n_\downarrow-\tfrac12\right)=Un_\uparrow n_\downarrow-\tfrac U2(n_\uparrow+n_\downarrow)+\tfrac U4,$$

the value $\mu=0$ here corresponds to a chemical potential $U/2$ when the interaction is written $Un_\uparrow n_\downarrow$. Imaginary time is cut into $L$ slices of length $\Delta\tau=\beta/L$. In the examples, energies are in units of the hopping $t$ and times in units of $1/t$; neighbouring sites have $K_{ij}=-t$.

## (a) One site

**Question.** Find real constants $a$ and $\lambda$ such that, on one site,

$$e^{-\Delta\tau U(n_\uparrow-1/2)(n_\downarrow-1/2)}=a\sum_{s=\pm1}e^{\lambda s(n_\uparrow-n_\downarrow)} .$$

When is this possible?

**Solution.** Both sides are functions of $n_\uparrow$ and $n_\downarrow$, which commute. It is therefore enough to compare them on the four occupation states.

- Empty or doubly occupied: $(n_\uparrow-\frac12)(n_\downarrow-\frac12)=\frac14$ and $n_\uparrow-n_\downarrow=0$. The condition is $e^{-\Delta\tau U/4}=2a$.
- Singly occupied, either spin: the product is $-\frac14$ and $n_\uparrow-n_\downarrow=\pm1$. The sum over $s$ gives $2\cosh\lambda$ for both signs, so $e^{\Delta\tau U/4}=2a\cosh\lambda$.

The first condition fixes $a$, and dividing the second by the first fixes $\lambda$:

$$a=\tfrac12e^{-\Delta\tau U/4},\qquad \cosh\lambda=e^{\Delta\tau U/2}.$$

This is Hirsch's identity. A real $\lambda$ requires $e^{\Delta\tau U/2}\ge1$, which holds for $U>0$; we take $\lambda>0$. For $U<0$ the same ansatz would need an imaginary $\lambda$.

To obtain the form for $Un_\uparrow n_\downarrow$, use $n_\uparrow n_\downarrow=(n_\uparrow-\frac12)(n_\downarrow-\frac12)+\frac12(n_\uparrow+n_\downarrow)-\frac14$. The factors $e^{\pm\Delta\tau U/4}$ cancel, leaving

$$e^{-\Delta\tau Un_\uparrow n_\downarrow}=\tfrac12e^{-\Delta\tau U(n_\uparrow+n_\downarrow)/2}\sum_{s=\pm1}e^{\lambda s(n_\uparrow-n_\downarrow)} .$$

The interaction has become an average over an Ising field that acts on the spin like a magnetic field. No small parameter was used. For small $x=\Delta\tau U$, the expansion $\ln\cosh\lambda=\lambda^2/2-\lambda^4/12+\dots=x/2$ gives $\lambda^2=x+x^2/6+O(x^3)$. The field strength thus grows as $\sqrt{\Delta\tau U}$ at first.

For $U=4$ and $\Delta\tau=0.5$, $x=2$ and $\cosh\lambda=e=2.71828$, so $\lambda=1.65745$. Both sides equal $e^{-0.5}=0.60653$ for an empty or doubly occupied site and $e^{0.5}=1.64872$ for a singly occupied one.

## (b) From the interacting trace to free fermions in a field

**Question.** Use the identity to turn $Z$ into a sum over Ising fields of traces for independent spin species. Which error is made?

**Solution.** The kinetic and interaction terms do not commute, so we replace $Z$ by

$$Z_L=\mathrm{Tr}\left[e^{\beta\mu\hat N}\left(e^{-\Delta\tau H_K}e^{-\Delta\tau V}\right)^L\right].$$

To find the error, define $S(\Delta\tau)=e^{-\Delta\tau V/2}e^{-\Delta\tau H_K}e^{-\Delta\tau V/2}$. Then

$$e^{-\Delta\tau H_K}e^{-\Delta\tau V}=e^{\Delta\tau V/2}\,S(\Delta\tau)\,e^{-\Delta\tau V/2}.$$

In the $L$-th power the inner factors cancel. The outer ones cancel by cyclicity of the trace, because $V$ commutes with $\hat N$. So $S$ gives the same $Z_L$. Since $S(-\Delta\tau)=S(\Delta\tau)^{-1}$, $\ln S$ is odd in $\Delta\tau$, and $\ln S=-\Delta\tau H+O(\Delta\tau^3)$. Hence $S^L=\exp[-\beta H+O(\beta\Delta\tau^2)]$, and on a finite cluster at fixed $\beta$ the error of $\ln Z_L$ is $O(\Delta\tau^2)$.

Now apply (a) at each site $i$ of each slice $l$, with its own field $s_{il}$. There are $NL$ factors $a$:

$$Z_L=C\sum_{\{s\}}T_\uparrow T_\downarrow,\qquad C=\left(\tfrac12e^{-\Delta\tau U/4}\right)^{NL},$$

$$T_\sigma=\mathrm{Tr}_\sigma\left[e^{\beta\mu\hat N_\sigma}\prod_{l=L}^{1}e^{-\Delta\tau H_{K\sigma}}\,e^{\sigma\lambda\sum_is_{il}n_{i\sigma}}\right],$$

where $\sigma=+1$ for up, $\sigma=-1$ for down, and slice 1 stands at the right. The trace factorizes because every exponent is bilinear in operators of one spin: the up and down factors commute, and each acts on its own part of the Fock space.

## (c) The trace as a determinant

**Question.** Evaluate $T_\sigma$ in terms of $N\times N$ matrices.

**Solution.** Omit the spin index and let $\hat X=\sum_{ab}X_{ab}c_a^\dagger c_b$. The anticommutation relations give $[\hat X,c_j^\dagger]=\sum_ac_a^\dagger X_{aj}$. Therefore $c_j^\dagger(\tau)=e^{\tau\hat X}c_j^\dagger e^{-\tau\hat X}$ obeys

$$\frac{d}{d\tau}c_j^\dagger(\tau)=\sum_ac_a^\dagger(\tau)X_{aj},\qquad\text{so}\qquad e^{\hat X}c_j^\dagger e^{-\hat X}=\sum_ic_i^\dagger\left(e^X\right)_{ij}.$$

Also $e^{\hat X}|0\rangle=|0\rangle$. Acting with one exponential after another multiplies the matrices in operator order. The product of all slices therefore acts through the single matrix

$$A_\sigma=B_L^\sigma\cdots B_1^\sigma,\qquad B_l^\sigma=e^{-\Delta\tau K}e^{\sigma\lambda S_l},\qquad S_l=\mathrm{diag}(s_{1l},\dots,s_{Nl}),$$

and $e^{\beta\mu\hat N_\sigma}$ multiplies it by $e^{\beta\mu}$. Write $A$ for the complete matrix. On a state with occupied sites $J=\{j_1<\dots<j_n\}$ the result is

$$\prod_{k=1}^n\Big(\sum_ic_i^\dagger A_{ij_k}\Big)|0\rangle .$$

Its overlap with the initial state collects all ways of returning to the set $J$, with the sign of the permutation from reordering the creation operators. That sum is the principal minor $\det A_{JJ}$. The trace is the sum over all $J$, with the empty set contributing 1.

This sum is $\det(1+A)$. Each column of $1+A$ is a unit vector plus a column of $A$, and the determinant is linear in each column. Taking columns of $A$ for $j\in J$ and unit vectors elsewhere gives $\det A_{JJ}$. Thus

$$T_\sigma=\det M_\sigma,\qquad M_\sigma=1+e^{\beta\mu}A_\sigma,\qquad Z_L=C\sum_{\{s\}}\det M_\uparrow\det M_\downarrow .$$

**Example.** Take a four-site ring with $U=4$, $\beta=1.5$, $L=3$, $\mu=0$. There are $2^{12}=4096$ field configurations and $C=(\frac12e^{-0.5})^{12}=6.0516\times10^{-7}$. The determinant sum gives $Z_L=85282.20$, and so does the trace in the 256-dimensional Fock space.

The Trotter error is a separate matter. Without it, $\ln Z=10.93733$. At $L=3$ the error of $\ln Z_L$ is $0.416$, so $Z_L$ is too large by a factor $e^{0.416}\approx1.52$. At $L=24$ and $L=48$ the errors are $7.70\times10^{-3}$ and $1.93\times10^{-3}$. Their ratio, $3.99$, is close to the factor 4 expected when a second-order step is halved.

## (d) The two determinants on a bipartite lattice

**Question.** Let the lattice be bipartite: $K_{ij}$ vanishes unless $i$ and $j$ lie on opposite sublattices, so the diagonal of $K$ vanishes as well. Set $\mu=0$. How are $\det M_\uparrow$ and $\det M_\downarrow$ related for a given field configuration, and what follows for the sign of their product?

**Solution.** Let $P$ be diagonal, with entries $+1$ on one sublattice and $-1$ on the other, so $P^2=1$. Each nonzero $K_{ij}$ is multiplied by $P_iP_j=-1$, so $PKP=-K$. The diagonal matrices $S_l$ commute with $P$. For one down-spin slice,

$$PB_l^\downarrow P=\left(Pe^{-\Delta\tau K}P\right)e^{-\lambda S_l}=e^{\Delta\tau K}e^{-\lambda S_l}.$$

Compare this with the up-spin slice:

$$\left(B_l^\uparrow\right)^{-1}=e^{-\lambda S_l}e^{\Delta\tau K},\qquad \left[\left(B_l^\uparrow\right)^{-1}\right]^T=e^{\Delta\tau K}e^{-\lambda S_l},$$

where $K^T=K$ was used. The two results agree. Inversion and transposition each reverse a product, so together they preserve its order:

$$PA_\downarrow P=\left(A_\uparrow^{-1}\right)^T.$$

A determinant is unchanged by conjugation with $P$ and by transposition. Hence

$$\det M_\downarrow=\det\left(1+A_\uparrow^{-1}\right)=\det\left[A_\uparrow^{-1}(A_\uparrow+1)\right]=\frac{\det M_\uparrow}{\det A_\uparrow}.$$

The denominator follows from $\det e^X=e^{\mathrm{Tr}X}$ applied to each factor:

$$\det A_\uparrow=e^{-\beta\,\mathrm{Tr}K}\,e^{\lambda\sum_{il}s_{il}}=e^{\lambda\Sigma},\qquad \Sigma=\sum_{il}s_{il},$$

because $\mathrm{Tr}K=0$. Therefore

$$\det M_\downarrow=e^{-\lambda\Sigma}\det M_\uparrow,\qquad \det M_\uparrow\det M_\downarrow=e^{-\lambda\Sigma}\left(\det M_\uparrow\right)^2\ge0 .$$

The last step needs $\det M_\uparrow$ to be real, which holds because $K$, $\lambda$ and the fields are real. The proof does not use small $\Delta\tau$, and the two sublattices may differ in size.

Physically, a field that attracts up electrons repels down electrons, and so attracts down holes. On a bipartite lattice, the sublattice signs give the holes the same hopping as the electrons. Down holes therefore move in the same surroundings as up electrons, and any exchange sign occurs twice.

**Example.** On the four-site ring above, take the fields $(1,1,-1,1)$, $(1,-1,-1,1)$ and $(1,-1,1,1)$ in slices 1 to 3. Then $\Sigma=2+0+2=4$ and $e^{-4\lambda}=1.32040\times10^{-3}$. The computed $\det M_\uparrow=192156.92$ predicts

$$\det M_\downarrow=1.32040\times10^{-3}\times192156.92=253.72,$$

in agreement with the separately computed $253.72$. The product is $4.875\times10^7$. Over all 4096 configurations the products range from $3.62\times10^4$ to $6.89\times10^9$.

## (e) Why this is half filling

**Question.** Show that $\mu=0$ means one electron per site on average, also at finite $\Delta\tau$.

**Solution.** Consider the unitary particle-hole transformation that takes $c_{i\sigma}$ to $P_ic_{i\sigma}^\dagger$ for both spins. The new operators obey the same anticommutation relations. Each $n_{i\sigma}-\frac12$ changes sign, so $V$ is unchanged. In the kinetic energy $i\ne j$, and

$$K_{ij}c_i^\dagger c_j\to K_{ij}P_iP_j\,c_ic_j^\dagger=-K_{ij}P_iP_j\,c_j^\dagger c_i=K_{ij}c_j^\dagger c_i .$$

Since $K$ is symmetric, $H_K$ is unchanged too. Every factor of the Trotter product is thus invariant at $\mu=0$, while $\hat N\to2N-\hat N$. It follows that $\langle\hat N\rangle=2N-\langle\hat N\rangle$, or $\langle\hat N\rangle/N=1$. The Fock-space calculation at $L=3$ gives a density of $1.00000000$.

## (f) Nonnegative or strictly positive?

**Question.** Can a weight vanish at half filling? Examine a six-site ring, sites 0 to 5, with $L=3$ and $\Delta\tau=0.5$. In slices 1, 2, 3 the field is $+1$ on the pairs $\{0,3\}$, $\{1,4\}$, $\{2,5\}$ and $-1$ elsewhere.

**Solution.** At $\lambda=0$, $\det M_\uparrow=\det(1+e^{-\beta K})$ is positive, because $e^{-\beta K}$ has positive eigenvalues. Its value is $995.08$.

For large $\lambda$, insert occupation states between the factors of the up-spin trace. Each history of occupied sets $J_1,J_2,J_3$ carries the factor $\exp(\lambda\sum_l\sum_{i\in J_l}s_{il})$. In one slice the sum over occupied sites is at most 2, and it reaches 2 for just one set, the pair with $s=+1$. The leading term is therefore $e^{6\lambda}$ times the amplitude for the two electrons to follow the moving pairs.

Let $E=e^{-\Delta\tau K}$, and let $g_d$ be its element between sites at ring distance $d$. The first transition amplitude is

$$m=\det\begin{pmatrix}E_{10}&E_{13}\\E_{40}&E_{43}\end{pmatrix}=g_1^2-g_2^2=0.300535 .$$

The second, $\{1,4\}\to\{2,5\}$, is equal to it by translation. The third, $\{2,5\}\to\{0,3\}$, is

$$\det\begin{pmatrix}E_{02}&E_{05}\\E_{32}&E_{35}\end{pmatrix}=g_2^2-g_1^2=-m .$$

The minus sign is the exchange sign. In the largest term of the product, $-g_1^6$, each electron hops one site per slice, so the electron that began at site 0 ends at site 3 and the other ends at site 0. Expanding $-(g_1^2-g_2^2)^3$ sorts all histories: those that exchange the electrons contribute $-(g_1^6+3g_1^2g_2^4)$, those that do not contribute $+(3g_1^4g_2^2+g_2^6)$, and the first group dominates. Thus

$$\det M_\uparrow\to-m^3e^{6\lambda}=-0.027145\,e^{6\lambda}.$$

At $\lambda=8$ the computed ratio $\det M_\uparrow/e^{6\lambda}$ is also $-0.027145$.

A continuous function that is positive at $\lambda=0$ and negative at large $\lambda$ has a zero in between. Numerically there is one at $\lambda=1.7490$, or $U=2\ln\cosh\lambda/\Delta\tau=4.343\,t$. There the weight of this configuration vanishes. On either side it is positive:

| $\lambda$ | $\det M_\uparrow$ | $\det M_\downarrow$ | Product |
|---|---|---|---|
| 1.699036 | 147.9 | $3.956\times10^6$ | $5.852\times10^8$ |
| 1.799036 | −219.3 | $-1.069\times10^7$ | $2.344\times10^9$ |

The general statement is therefore that the weights are nonnegative. Zeros are nevertheless exceptional. For fixed $K$, $\Delta\tau$, $L$ and fields, $\det M_\uparrow$ is an analytic function of $\lambda$ that is positive at $\lambda=0$, so its zeros are isolated. As there are finitely many configurations, all weights are strictly positive except at isolated values of $\lambda$. The weights divided by their sum form a probability distribution that can be sampled by Monte Carlo.

## (g) What happens when an assumption is dropped?

**Question.** Extend the relation of (d) to $\mu\ne0$. Then find out whether negative weights occur away from half filling, and on a triangle at $\mu=0$.

**Solution.** The relation $PA_\downarrow P=(A_\uparrow^{-1})^T$ does not involve $\mu$. Hence

$$\det M_\downarrow(\mu)=\det\left(1+e^{\beta\mu}A_\uparrow^{-1}\right)=\det\left(e^{\beta\mu}A_\uparrow^{-1}\right)\det\left(1+e^{-\beta\mu}A_\uparrow\right),$$

$$\det M_\downarrow(\mu)=e^{\beta N\mu-\lambda\Sigma}\det M_\uparrow(-\mu).$$

The weight now contains $\det M_\uparrow(\mu)\det M_\uparrow(-\mu)$. This is not a square, and the two factors may change sign at different couplings. For the fields of (f) with $\mu=0.5\,t$, the weight is negative between the zero of $\det M_\downarrow$ at $\lambda=1.707$ and the zero of $\det M_\uparrow$ at $\lambda=1.856$. At $\lambda=1.78$, or $U=4.46\,t$, the determinants are $1696$ for up and $-2.41\times10^8$ for down.

The partition function itself remains positive, since $Z_L=\mathrm{Tr}(e^{\beta\mu\hat N}S^L)$ with two commuting positive operators. Negative terms cancel part of the positive ones. This is the sign problem: the weights can no longer serve directly as probabilities. In this small example the effect is slight: at $\lambda=1.78$ only 12 of the $2^{18}$ configurations have negative weight.

On a triangle no diagonal matrix $P$ of signs $\pm1$ with $PKP=-K$ exists, because three sites cannot alternate in sign around a loop. Take three slices, with the field $-1$ on site 0, 1, 2 in turn and $+1$ on the other two sites. With $b=\Delta\tau t$, the eigenvalues of $-K/t$ are $2,-1,-1$, so $E=e^{-\Delta\tau K}$ has the elements

$$d=\tfrac13\left(e^{2b}+2e^{-b}\right)\ \text{(diagonal)},\qquad o=\tfrac13\left(e^{2b}-e^{-b}\right)>0\ \text{(off-diagonal)}.$$

For large $\lambda$, two up electrons occupy the $+1$ sites, and the empty site moves $0\to1\to2\to0$. The three amplitudes are

$$\begin{aligned}\{1,2\}\to\{0,2\}:&\quad E_{01}E_{22}-E_{02}E_{21}=o(d-o),\\ \{0,2\}\to\{0,1\}:&\quad E_{00}E_{12}-E_{02}E_{10}=o(d-o),\\ \{0,1\}\to\{1,2\}:&\quad E_{10}E_{21}-E_{11}E_{20}=-o(d-o).\end{aligned}$$

Since $d-o=e^{-b}$, their product is $-o^3e^{-3b}$, and $\det M_\uparrow\to-o^3e^{-3b}e^{6\lambda}<0$. The down spins favour the single site with $s=-1$. One electron follows it around the loop without any exchange, so $\det M_\downarrow\to o^3e^{3\lambda}>0$. For large enough $\lambda$ the weight is negative.

With $U=10\,t$ and $\Delta\tau=0.5$, $\lambda=3.191$. The determinants are $-1.557\times10^7$ and $5.117\times10^3$, with product $-7.97\times10^{10}$. Zero chemical potential alone therefore does not protect the sign; the proof in (d) also needs the bipartite structure. Without $P$ the argument of (e) fails as well, so $\mu=0$ on the triangle is not exactly half filling; for these parameters the density is $0.99955$. The numerical check covers the identity, the determinant formula and these sign changes.

## Calculated quantities

```
Ring of 4 sites: U = 4.0 t, beta = 1.5 /t, L = 3, dtau = 0.5 /t
dtau*U = 2.0000, exp(dtau*U/2) = 2.718282, lambda = 1.657454
n_up=0 n_dn=0: interaction factor 0.606531, field sum 0.606531
n_up=0 n_dn=1: interaction factor 1.648721, field sum 1.648721
n_up=1 n_dn=0: interaction factor 1.648721, field sum 1.648721
n_up=1 n_dn=1: interaction factor 0.606531, field sum 0.606531
Number of field configurations = 4096
Prefactor C = 6.051641e-07
Z_L from determinants = 85282.201209, from Fock trace = 85282.201209
Density at mu = 0: 1.00000000 electrons per site
Smallest and largest det product = 3.616348e+04, 6.893496e+09
Configurations with det M_up < 0: 0; with negative product: 0
Sample fields, slice 1: [1, 1, -1, 1]
Sample fields, slice 2: [1, -1, -1, 1]
Sample fields, slice 3: [1, -1, 1, 1]
Sample: sum of s = 4, exp(-lambda*sum) = 1.320404e-03
Sample: det M_up = 192156.918853, det M_dn = 253.724691, product = 48754954.899324
ln Z without Trotter error = 10.93732642
L =  3: error of ln Z = 4.1639e-01
L =  6: error of ln Z = 1.1823e-01
L = 12: error of ln Z = 3.0550e-02
L = 24: error of ln Z = 7.7012e-03
L = 48: error of ln Z = 1.9293e-03
Error ratio L=24 to L=48 = 3.9917
Six-site ring, dtau = 0.5 /t, L = 3: minor m = 0.300535
-m^3 = -0.027145; det M_up*exp(-6 lambda) at lambda=8: -0.027145
det M_up at lambda = 0: 995.084656
Zero of det M_up: lambda = 1.749036, U = 4.342784 t
lambda = 1.699036: det M_up = 147.9110, det M_dn = 3.9563e+06, product = 5.8519e+08
lambda = 1.799036: det M_up = -219.2860, det M_dn = -1.0688e+07, product = 2.3436e+09
mu = 0.5 t: negative weights found for lambda from 1.71 to 1.85
At lambda = 1.78 (U = 4.4596 t): det M_up = 1696.3203, det M_dn = -240949012.1700
Triangle, U = 10.0 t, dtau = 0.5 /t, L = 3, mu = 0: lambda = 3.191458
Triangle: det M_up = -1.556587e+07, det M_dn = 5.116965e+03, product = -7.965003e+10
```
